# Vacancy Formation-Energy Errors and Carrier Density: Leading Law and First Correction

A cerium dioxide film is annealed at 1000 K in thin oxygen. Some oxygen leaves the lattice, and each vacancy left behind gives up two electrons, which then conduct. A calculation of the vacancy formation energy may be wrong by \(d=0.3\) eV. How wrong is the predicted electron density?

Since \(kT=0.08617\) eV, the Boltzmann factor of the error is \(e^{d/kT}=e^{3.481}=32.5\). This is the change of the vacancy density when the Fermi level is held at a fixed distance from the level the electrons occupy. It cannot be the change of the electron density, because at that fixed distance the electron density does not change at all. In the interior of the film, charge neutrality decides the actual answer.

## The leading law

Let \(u\) be the Fermi level measured from the electron level, which is a band edge or, in CeO2, the level of an electron localized on a Ce site (a small polaron). Let \(E_0\) be the formation energy of the doubly charged vacancy when \(u=0\). Forming a vacancy places two electrons at the Fermi level, so its energy is \(E_0+2u\). For dilute vacancies on oxygen sites of density \(M\),

\[
V=M e^{-(E_0+2u)/kT}. \tag{1}
\]

Nondegenerate electrons obey

\[
n=N e^{u/kT}, \tag{2}
\]

where \(N\) is the effective density of states of a band. For polarons \(N=gN_{\rm Ce}\), with \(g\) the spin degeneracy and \(N_{\rm Ce}\) the density of Ce sites; equation (2) then requires \(n\ll N_{\rm Ce}\).

Squaring (2) gives \(e^{2u/kT}=n^2/N^2\). Inserting this in (1) removes the Fermi level:

\[
Vn^2=MN^2e^{-E_0/kT}. \tag{3}
\]

If there are no other charges, neutrality requires \(n=2V\). Putting \(V=n/2\) in (3) gives the leading density, called \(n_0\):

\[
n_0^3=2MN^2e^{-E_0/kT}. \tag{4}
\]

Suppose the computed energy is too high by \(d\), with temperature, oxygen chemical potential and prefactors held fixed. The true density exceeds the predicted one by the factor

\[
R_0=\frac{n_0(E_0)}{n_0(E_0+d)}=e^{d/3kT}=3.19. \tag{5}
\]

The missing two thirds of the exponent are taken up by the Fermi level. By (2), a density lower by \(e^{-d/3kT}\) means that \(u\) falls by \(d/3\). The formation energy at the actual Fermi level therefore rises by \(d-2d/3=d/3\), not by \(d\).

The error \(d\) refers to \(E_0\), which contains the energy of two electrons. An error of 0.15 eV in the electron level alone thus gives an error of 0.3 eV in \(E_0\).

## Numbers for CeO2

The inputs are rough typical values, not a first-principles calculation: a reduction energy \(E_{\rm red}=4.5\) eV per vacancy, a lattice constant of 0.541 nm and \(g=2\). The oxygen pressure is \(10^{-4}\) Torr. The reduction energy is measured relative to half an O2 molecule in its ground state, so

\[
E_0=E_{\rm red}+\mu_{\rm O}.
\]

For an ideal gas, the chemical potential of a molecule is \(-kT\ln(z/\mathcal N)\), where \(z\) is its partition function and \(\mathcal N\) the number of molecules. The volume per molecule is \(kT/p\), and one oxygen atom takes half the result:

\[
\mu_{\rm O}=-\frac{kT}{2}\ln\!\left[\frac{kT}{p\lambda^3}\,
\frac{3kT/(2B)}{1-e^{-E_v/kT}}\right]. \tag{6}
\]

Here \(\lambda\) is the thermal wavelength of the molecule, \(B=0.1785\) meV its rotational constant and \(E_v=0.196\) eV its vibrational quantum. The 3 counts spin states, and the 2 appears because only odd rotational states occur. The result is \(\mu_{\rm O}=-1.781\) eV, hence \(E_0=2.719\) eV.

Let \(y=n/N_{\rm Ce}\). There are two oxygen sites per Ce, so (4) becomes

\[
y_0^3=2\cdot2\cdot g^2e^{-E_0/kT}
=16\,e^{-2.719/0.08617}\approx3.2\times10^{-13},
\]

and \(y_0=6.82\times10^{-5}\). With \(N_{\rm Ce}=2.526\times10^{22}\ \mathrm{cm^{-3}}\), this is \(n_0=1.72\times10^{18}\ \mathrm{cm^{-3}}\). Raising \(E_0\) by 0.3 eV gives \(5.40\times10^{17}\ \mathrm{cm^{-3}}\). The Fermi level moves from \(-0.886\) to \(-0.986\) eV, and the actual formation energy from 0.946 to 1.046 eV.

The law can be tested without a Fermi level. On a lattice of \(N_s=10^8\) Ce sites, \(k\) vacancies and their \(2k\) electrons have the statistical weight

\[
W_k=\binom{2N_s}{k}\binom{N_s}{2k}g^{2k}e^{-kE_0/kT},
\]

where \(kT\) in the exponent is the thermal energy, as before. Averaging over the vacancy number gives \(y=6.82\times10^{-5}\) and an error factor of 3.19, in agreement with (4) and (5).

Equation (6) contains \(+\tfrac12kT\ln p\), so (4) also gives \(n_0\propto p^{-1/6}\). An error of 0.3 eV is equivalent to a pressure error by the factor \(e^{2d/kT}\approx1060\).

## First correction from impurities

Now let the crystal contain a net density \(A\) of singly charged acceptors. Neutrality becomes \(n+A=2V\). Substituting \(V=(n+A)/2\) in (3) and using (4),

\[
n^2(n+A)=n_0^3. \tag{7}
\]

Write \(x=n/n_0\) and \(a=A/n_0\). Then \(x^3+ax^2=1\). For small \(a\), set \(x=1+\delta\) and keep first-order terms:

\[
1+3\delta+a=1\quad\Rightarrow\quad \delta=-\frac a3,
\qquad n\simeq n_0-\frac A3. \tag{8}
\]

A small density of acceptors removes only a third of its own number of electrons, because new vacancies supply the rest.

At energy \(E_0+d\) the leading density is \(n_0/R_0\), so the small parameter there is \(aR_0\). The error factor is

\[
R\simeq R_0\,\frac{1-a/3}{1-aR_0/3}
\simeq R_0\left[1+\frac a3(R_0-1)\right]. \tag{9}
\]

The correction is positive: the same acceptors take a larger share of the smaller electron density. For 10 ppm of acceptors per Ce site, \(a=10^{-5}/(6.82\times10^{-5})=0.147\), and

\[
R\simeq3.19\,[1+0.0489\times2.19]=3.53 .
\]

Numerical solution of the neutrality condition gives 3.51. The expansion needs \(aR_0/3\ll1\), which is the stricter of the conditions at the two energies. At 100 ppm, \(aR_0/3\approx1.6\), and (9) cannot be used; the numerical factor is 4.93.

## The opposite limit

When acceptors dominate, \(A\gg n\), equation (7) gives to leading order \(n_A=\sqrt{n_0^3/A}\). The next term follows from

\[
n=\sqrt{\frac{n_0^3}{A}}\left(1+\frac nA\right)^{-1/2}
\simeq n_A\left(1-\frac{n_A}{2A}\right). \tag{10}
\]

Since \(n_0^3\propto e^{-E_0/kT}\), the leading error factor is now \(R_A=e^{d/2kT}=5.70\). The acceptors fix the vacancy density, and the law \(Vn^2\propto e^{-E_0/kT}\) leaves half the exponent to \(n\). Including the correction at both energies,

\[
R\simeq R_A\left[1-\frac{n_A}{2A}\left(1-\frac1{R_A}\right)\right].
\]

At 1000 ppm, \(n_A/N_{\rm Ce}=\sqrt{3.18\times10^{-13}/10^{-3}}=1.78\times10^{-5}\). The bracket is \(1-0.0089\times0.825=0.993\), so \(R=5.66\), as the numerical solution also gives.

The two limits are joined by the local slope. Taking the logarithmic differential of (7), with \(A\) fixed and \(n+A=2V\),

\[
\left(2+\frac{n}{2V}\right)d\ln n=-\frac{dE_0}{kT}
\quad\Rightarrow\quad
-\frac{d\ln n}{d(E_0/kT)}=\frac{2V}{n+4V}. \tag{11}
\]

This is \(1/3\) for \(n=2V\) and \(1/2\) for \(n\ll2V\). Net donors correspond to negative \(A\). If they dominate, \(n\gg2V\) and the slope tends to zero: the donors hold the Fermi level in place. With 1000 ppm of donors, the electron density changes by 0.03 %, while the vacancy density changes by a factor of 32.5. Here the thirtyfold estimate does apply, but to the vacancies and not to the electrons.

## First correction from Coulomb attraction

Even a pure crystal departs from (4), because vacancies and electrons attract. Consider a defect of charge \(ze\) in a medium of permittivity \(\epsilon\), surrounded by mobile charges that come no closer than \(b\). In the linearized theory the potential is \(Ce^{-\kappa r}/r\) for \(r>b\) and \(ze/(4\pi\epsilon r)+\phi_c\) for \(r<b\). Continuity of the field and of the potential at \(b\) gives

\[
Ce^{-\kappa b}=\frac{ze}{4\pi\epsilon(1+\kappa b)},\qquad
\phi_c=-\frac{ze\,\kappa}{4\pi\epsilon(1+\kappa b)}.
\]

Charging the defect gradually in its own cloud potential, with \(\kappa\) fixed, gives the energy \(ze\phi_c/2\). With \(l_B=e^2/(4\pi\epsilon kT)\), this equals \(-z^2kT\,s/2\), where \(s=l_B\kappa/(1+\kappa b)\).

A vacancy (\(z=2\)) is lowered by \(2kTs\), and each electron by \(kTs/2\). The right side of (3) is therefore multiplied by \(e^{2s}(e^{s/2})^2=e^{3s}\), and with \(n=2V\),

\[
n=n_0e^{s},\qquad
\kappa^2=4\pi l_B(n+4V)=12\pi l_Bn. \tag{12}
\]

To first order \(s\simeq l_B\kappa_0\), with \(\kappa_0\) evaluated at \(n_0\). At the higher energy \(\kappa_0\) is smaller by \(\sqrt{R_0}\), so

\[
R\simeq R_0\left[1+l_B\kappa_0\left(1-R_0^{-1/2}\right)\right]. \tag{13}
\]

A rough relative permittivity of 25 gives \(l_B=0.668\) nm. With \(n_0=1.72\times10^{-3}\ \mathrm{nm^{-3}}\), \(\kappa_0=0.208\ \mathrm{nm^{-1}}\) and \(l_B\kappa_0=0.139\). Hence \(R\simeq3.19\,(1+0.139\times0.440)=3.39\). Solving (12) self-consistently, with \(b\) equal to the vacancy–Ce distance, gives 3.40. If the computed energy is \(E_0\) and the true one is lower by 0.3 eV, the densities are higher and the factor is 3.58. These factors hold only within the linearized theory, and for the real crystal even their first decimals are uncertain: at the distance \(b\) a vacancy and an electron attract by \(2l_B/b\approx5.7\) in units of \(kT\), too strongly for close pairs to be described accurately.

To first order the corrections in (9) and (13) add. For 10 ppm of acceptors they give \(3.19\,(1+0.107+0.061)\approx3.7\).

## Where the estimate fails

**Degeneracy.** For independent electron states with occupations \(f\), \(n=\sum f\) and \(kT\,dn/du=\sum f(1-f)\). Define \(\theta=n/(kT\,dn/du)\), which is at least 1. From (1) and \(n=2V\),

\[
d\ln n=-\frac{dE_0}{kT}-2\theta\,d\ln n
\quad\Rightarrow\quad
-\frac{d\ln n}{d(E_0/kT)}=\frac1{1+2\theta}.
\]

Degeneracy makes \(\theta>1\) and weakens the response. For a free-electron-mass band with the same oxygen-site density, an increase of \(E_0\) from 0 to 0.3 eV changes \(n\) by a factor of 2.08, starting from \(5.7\times10^{20}\ \mathrm{cm^{-3}}\). The band's effective density of states is \(1.5\times10^{20}\ \mathrm{cm^{-3}}\). In the CeO2 example, by contrast, site blocking changes \(n\) by about 0.005 %.

**Prefactors.** A defect entropy of \(3k\), omitted above, multiplies the right side of (4) by \(e^3\) and \(n\) by 2.72. Taking \(g=6\) instead of 2 multiplies \(n\) by \(3^{2/3}=2.08\). Both cancel in \(R_0\), so a reliable error factor does not imply a reliable density. They do not cancel in the corrected factors, because \(a\) and \(\kappa_0\) depend on \(n_0\). With \(g=6\) the factor for 100 ppm of acceptors falls from 4.93 to 4.37 and the Coulomb-corrected factor rises from 3.40 to 3.50; with the entropy \(3k\) they become 4.17 and 3.55.

**Temperature of use.** Suppose the film is quenched to 300 K with its vacancies frozen. If all electrons stayed free, the factor 3.19 would be frozen too. In a model where each vacancy can bind up to two polarons on four neighbouring Ce sites, with a rough 0.3 eV each and no repulsion between them, about 20 % of the electrons remain free and the factor falls to 1.9. The share is very sensitive to the binding: at 0.2 eV it is 79 % with a factor of 2.75, and at 0.49 eV, the bare Coulomb attraction at the distance \(b\), it is 0.5 % with a factor of 1.8. At 1000 K the same binding strength, with one polaron per vacancy allowed, leaves the factor at 3.2.

**The real material.** Reduced CeO2 does carry its electrons as small polarons, and the energy and pressure used here are plausible for a vacuum anneal. The assumption of purity needs checking in a real film, because the model's electron density is only 68 ppm of the Ce sites. For the step from \(E_0\) to \(E_0+d\), with the prefactors used here and no Coulomb correction, acceptors at 100 ppm already move the error factor from 3.2 to 4.9, and donors at 1000 ppm reduce it to nearly 1. The threefold estimate therefore applies to nondegenerate electrons at the annealing temperature, in equilibrium with the gas, and in the interior of the film, many screening lengths \(1/\kappa_0\) (here 5 to 9 nm) from its surfaces. At both energies, net doping must be well below the electron density, the Coulomb parameter \(l_B\kappa_0\) must be small, and only a small share of the electrons may be bound to vacancies. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Temperature: 1000 K; kT: 0.08617 eV
Formation-energy error d: 0.3 eV; d/kT: 3.481
Oxygen pressure: 1e-04 Torr
Reduction energy (rough): 4.5 eV
O2 bond (rough): 0.121 nm; quantum: 0.196 eV
O2 rotational constant: 0.1785 meV
Oxygen chemical potential: -1.781 eV
E0: 2.719 eV
Lattice constant (rough): 0.541 nm
Ce site density: 2.526e+22 cm^-3; polaron spin factor: 2
Electrons per Ce, cube-root law: 6.8231e-05
Electrons per Ce, lattice count: 6.8224e-05
Electron density at E0: 1.724e+18 cm^-3
Electron density at E0+d: 5.401e+17 cm^-3
Vacancy density at E0: 8.618e+17 cm^-3
Vacancy density at E0+d: 2.700e+17 cm^-3
Fermi level u at E0, E0+d: -0.8864, -0.9864 eV
Formation energy at actual level: 0.9461, 1.0461 eV
Electron error factor, law: 3.191
Electron error factor, lattice count: 3.192
Vacancy factor at fixed level, law: 32.50
Vacancy factor at fixed level, count: 32.50
Pressure exponent of n, lattice count: -0.1667
Pressure factor equivalent to d: 1056
Site blocking, change of n: -0.0051 %
Acceptors 10 ppm of Ce: electron factor 3.51
Acceptors 100 ppm of Ce: electron factor 4.93
Acceptors 1000 ppm of Ce: electron factor 5.66
Acceptor-dominated limit: 5.70
Donors 1000 ppm of Ce: electron factor 1.0003
Donors 1000 ppm of Ce: vacancy factor 32.48
Band density of states, free mass: 1.527e+20 cm^-3
Band electrons, nondegenerate: factor 3.191
Band electrons, degenerate: factor 2.08
  density in that degenerate case: 5.72e+20 cm^-3
Relative permittivity (rough): 25
Bjerrum length: 0.668 nm
Screening length: 4.47 nm
Debye-Hueckel: n multiplied by 1.153
Debye-Hueckel factor, E0 to E0+d: 3.40
Debye-Hueckel factor, E0-d to E0: 3.58
Vacancy-polaron binding (rough): 0.3 eV
Singly/doubly charged vacancies: 0.0089
Electron factor with association: 3.195
Gap for holes (rough): 3.0 eV; holes/electrons: 2.0e-09
Spin factor 6 instead of 2: n multiplied by 2.08
Defect entropy 3k: n multiplied by 2.72
Quenched to 300 K: free electron share 0.198
Quenched to 300 K: electron factor 1.91
```
